# Recursive block elimination for ballistic transistor Green functions, with its cost

## Two slices

Consider a device made of two coupled pieces. Its Green function $G$ is the inverse of a $2\times2$ matrix,

$$A=\begin{pmatrix}a&b\\c&d\end{pmatrix},\qquad AG=I .$$

The second column of $AG=I$ reads $aG_{12}+bG_{22}=0$ and $cG_{12}+dG_{22}=1$. If $a\ne0$, the first equation gives $G_{12}=-g_1bG_{22}$ with $g_1=1/a$. Inserting this in the second gives

$$G_{22}=\frac{1}{d-c\,g_1b}.$$

Piece 1 has been eliminated, and its whole effect on piece 2 is the correction $c\,g_1b$. To return to piece 1, use the first row of $AG=I$, $aG_{11}+bG_{21}=1$, and the second row of $GA=I$, $G_{21}a+G_{22}c=0$. The latter gives $G_{21}=-G_{22}c\,g_1$, so

$$G_{11}=g_1-g_1bG_{21}=g_1+g_1b\,G_{22}\,c\,g_1 .$$

The order of factors was kept, so the formulas also hold when $a,b,c,d$ are matrix blocks. A transistor cut into many slices needs this elimination repeated in one direction and undone in the other.

## The matrix to be inverted

Cut the device into $N$ slices of $M$ orthonormal orbitals, numbered from source to drain, and let the Hamiltonian $H$ couple neighbouring slices only. At energy $E$,

$$A=(E+i\eta)I-H-\Sigma_S-\Sigma_D,\qquad G=A^{-1},\qquad \eta\ge0 .$$

The self-energy $\Sigma_S$ of the source acts in slice 1 and $\Sigma_D$ of the drain in slice $N$. Hence $A$ is block tridiagonal, with $A_{i,i\pm1}=-H_{i,i\pm1}$. Transport is ballistic: electrons move in a prescribed or mean-field potential, without scattering self-energies inside. Energies are in eV and lengths in nm.

The contacts follow from the same elimination, applied to a semi-infinite lead. Take a grid with hopping $-t$ between slices and a uniform lead potential $U$. A transverse mode $\phi_n$ with edge energy $\varepsilon_n$ has lead amplitudes $c_j$ obeying

$$(E-U-\varepsilon_n-2t)c_j+t(c_{j-1}+c_{j+1})=0 .$$

Putting $c_j\propto\lambda^j$ gives $\lambda+\lambda^{-1}=2-(E-U-\varepsilon_n)/t$. Of the two roots, the retarded solution takes the one that decays away from the device, $|\lambda|<1$, or for an open mode $\lambda=e^{i\theta}$ with $0<\theta<\pi$. The latter moves outward, because $E=U+\varepsilon_n+2t-2t\cos\theta$ has $dE/d\theta=2t\sin\theta>0$.

At the source the outgoing wave gives $c_0=\lambda c_1$. The term $tc_0$ in the equation of slice 1 becomes $t\lambda c_1$, which must equal $-\Sigma c_1$. With the modes as columns of $\Phi$,

$$\Sigma=-t\,\Phi\,\mathrm{diag}(\lambda_n)\,\Phi^T .$$

Define $\Gamma=i(\Sigma-\Sigma^\dagger)$. An open mode has $\Gamma_n=i(-t)(2i\sin\theta_n)=2t\sin\theta_n$; a closed mode has real $\lambda_n$ and $\Gamma_n=0$.

## Derivation of the two sweeps

Let $A^{(i)}$ be the part of $A$ belonging to slices $1,\dots,i$, and let $g_i$ be the last diagonal block of its inverse. Assume for now that every $A^{(i)}$ is invertible.

**Forward.** Let $X$ be the last block column of $(A^{(i)})^{-1}$, so that $X_i=g_i$. Its first $i-1$ block equations are those of $A^{(i-1)}$ with a source $-A_{i-1,i}X_i$ in slice $i-1$. Therefore $X_{i-1}=-g_{i-1}A_{i-1,i}X_i$. The last equation is $A_{i,i-1}X_{i-1}+A_{ii}X_i=I$, and substitution gives

$$g_1=A_{11}^{-1},\qquad g_i=\left(A_{ii}-A_{i,i-1}\,g_{i-1}\,A_{i-1,i}\right)^{-1}.$$

The bracket is invertible because its determinant is $\det A^{(i)}/\det A^{(i-1)}$. Since $A^{(N)}=A$, the sweep ends with $G_{NN}=g_N$. For $i<N$, $g_i$ is not a block of $G$: it describes a device cut off after slice $i$.

**Backward, last column.** For $i<N$, rows $1,\dots,i$ of $AG=I$ in column $N$ have zero on the right. They are the equations of $A^{(i)}$ with a source $-A_{i,i+1}G_{i+1,N}$ in slice $i$, so

$$G_{iN}=-g_iA_{i,i+1}G_{i+1,N}.$$

**Backward, diagonal.** In column $i$ the same rows have an additional unit source in slice $i$:

$$G_{ii}=g_i-g_iA_{i,i+1}G_{i+1,i}.$$

The unknown $G_{i+1,i}$ comes from $GA=I$. Row $i+1$, columns $1,\dots,i$, reads as a row vector times $A^{(i)}$ plus $G_{i+1,i+1}A_{i+1,i}$ in column $i$, equal to zero. Thus $G_{i+1,i}=-G_{i+1,i+1}A_{i+1,i}g_i$, and

$$G_{ii}=g_i+g_iA_{i,i+1}\,G_{i+1,i+1}\,A_{i+1,i}\,g_i .$$

No symmetry of $A$ was used, so complex couplings are allowed.

## Pseudocode

```
g[1] = inverse(A[1,1])
for i = 2 ... N:
    g[i] = inverse(A[i,i] - A[i,i-1] g[i-1] A[i-1,i])

C[N] = g[N]                      # shared, not copied
for i = N-1 ... 1:
    X    = g[i] A[i,i+1]
    C[i] = -X C[i+1]             # block G[i,N]
    Y    = A[i+1,i] g[i]
    g[i] = g[i] + X g[i+1] Y     # g[i] now holds G[i,i]
```

Overwriting is safe: when slice $i$ is treated, `g[i+1]` already holds $G_{i+1,i+1}$, and the old $g_i$ is not needed afterwards.

## Why these blocks suffice

Set $\eta=0$. Then $A-A^\dagger=-(\Sigma-\Sigma^\dagger)=i\Gamma$, with $\Gamma=\Gamma_S+\Gamma_D$, and

$$i(G-G^\dagger)=iG(A^\dagger-A)G^\dagger=G\Gamma_SG^\dagger+G\Gamma_DG^\dagger .$$

The two terms are the spectral functions filled by source and drain. Because $\Gamma_D$ lives in slice $N$, the drain term in slice $i$ is

$$\mathcal A^D_i=G_{iN}\Gamma_DG_{iN}^\dagger,\qquad \mathcal A^S_i=i(G_{ii}-G_{ii}^\dagger)-\mathcal A^D_i .$$

One column and the diagonal blocks therefore give both.

To see that $\mathcal A^D$ is the drain-injected part, send in mode $m$ from the drain. With $s$ counting slices outward from slice $N$, the mode amplitude is $\lambda^{-s}+r\lambda^s$. Eliminating $r$ between $s=0$ and $s=1$ gives $c_{N+1}=\lambda c_N+(\lambda^{-1}-\lambda)$. Reflection into other modes adds outgoing waves, which obey $c_{N+1}=\lambda c_N$ and are covered by $\Sigma_D$. The remaining source is

$$A\psi=-t(\lambda^{-1}-\lambda)\phi_m=i\Gamma_m\phi_m\quad\text{in slice }N,\qquad \psi_i=iG_{iN}\phi_m\Gamma_m .$$

In a lead of $L$ slices, normalization divides $|\psi|^2$ by $L$, while the number of incoming states per energy is $(L/2\pi)\,d\theta/dE=L/(2\pi\Gamma_m)$. The local density of states is thus $\sum_m|\psi|^2/(2\pi\Gamma_m)$, which is the diagonal of $\mathcal A^D_i/2\pi$.

For transmission, the flux of a lead wave is $\Gamma_n|c|^2/\hbar$, since $dE/d\theta=\Gamma_n$. The incoming flux is $\Gamma_m/\hbar$, and the flux leaving in source mode $n$ is $\Gamma_n|\phi_n^TG_{1N}\phi_m|^2\Gamma_m^2/\hbar$. Their ratio, summed over modes, is

$$T=\mathrm{Tr}\left[\Gamma_SG_{1N}\Gamma_DG_{1N}^\dagger\right].$$

The opposite direction gives the same $T$. Writing $G-G^\dagger=G^\dagger(A^\dagger-A)G$ instead shows $G\Gamma G^\dagger=G^\dagger\Gamma G$. Multiply by $\Gamma_S$ and take the trace; the terms with two factors $\Gamma_S$ agree by cyclic order, leaving $\mathrm{Tr}[\Gamma_SG\Gamma_DG^\dagger]=\mathrm{Tr}[\Gamma_DG\Gamma_SG^\dagger]$.

With contact occupations $f_S,f_D$ and two equivalent spins, the electron number on orbital $j$ of slice $i$ is $2\int(dE/2\pi)\,[f_S\mathcal A^S_i+f_D\mathcal A^D_i]_{jj}$. States bound inside the device are reached by neither contact. At $\eta=0$ they are missing from this integral and need an occupation supplied separately. With $\eta>0$ in the device, $i(G-G^\dagger)$ gains a term $2\eta GG^\dagger$ that contains them; the subtraction defining $\mathcal A^S_i$ then counts this term with the source and fills it with $f_S$.

## Arithmetic

Count complex multiplications and divisions, with ordinary dense matrix products. In Gauss–Jordan inversion of an $n\times n$ matrix, each pivot costs one reciprocal, $n-1$ operations on its row, $n-1$ on its column and $(n-1)^2$ on the rest. This is $n^2$ per pivot and $n^3$ in total. A product of two $M\times M$ blocks also costs $M^3$.

The forward sweep has $N$ inversions and $2(N-1)$ products. The backward sweep has five products per step: $X$, $XC$, $Y$, $Xg$ and $(Xg)Y$. Hence

$$W_{\rm rec}=[N+7(N-1)]M^3=(8N-7)M^3,\qquad W_{\rm full}=N^3M^3 .$$

For long devices the gain tends to $N^2/8$. For short ones,

$$N^3-8N+7=(N-1)(N^2+N-7).$$

The second factor is $-1$ at $N=2$ and $5$ at $N=3$, and grows from there. Recursion is cheaper from three slices on. Operations counted during actual runs with $M=3$ agree: 243 against 216 for $N=2$, and 459 against 729 for $N=3$.

If the coupling blocks are multiples of the identity, as on a simple grid, multiplying by them costs order $M^2$. The $M^3$ work is then $N$ inversions and three products per backward step, or $4N-3$. The figures quoted below keep the dense-coupling count.

If $T$ alone is wanted, the backward sweep can be dropped. Iterating the column formula gives

$$G_{1N}=(-g_1A_{12})(-g_2A_{23})\cdots(-g_{N-1}A_{N-1,N})\,g_N ,$$

which can be accumulated during the forward sweep. If the triple product in that sweep is evaluated from the right, each $g_{i-1}A_{i-1,i}$ is already formed, so the accumulation adds $N-1$ products, for $(4N-3)M^3$ with dense couplings. If the blocks of $A$ are generated when needed, storage is a few blocks, whatever the length.

## Memory

The recursion returns $N$ diagonal blocks and $N$ column blocks, one of them shared: $(2N-1)M^2$ complex numbers. The full inverse has $N^2M^2$. The input adds $N+2(N-1)=3N-2$ blocks to the recursion, for a total of

$$S_{\rm rec}=(5N-3)M^2,\qquad S_{\rm full}=N^2M^2,$$

where full inversion is assumed to overwrite its input. Temporary workspace is excluded. With this stricter accounting the recursion saves storage from $N=5$, where it is 22 blocks against 25.

Allocation measurements at $M=60$ gave 19.04 and 39.09 result blocks for $N=10$ and $20$, close to the expected 19 and 39; the full inverse kept 100 and 400. The recursion's workspace was 4.02 blocks at both lengths.

The saving comes from not computing most of $G$. Holding the whole inverse as an explicit matrix takes $N^2M^2$ numbers, however they are obtained. An application that can use the blocks one at a time needs less: if the $g_i$ are kept instead of overwritten, the same arguments as in the backward sweep give $G_{ij}=-g_iA_{i,i+1}G_{i+1,j}$ for $i<j$ and $G_{ij}=-G_{i,j+1}A_{j+1,j}g_j$ for $i>j$, starting from the diagonal blocks.

## Choice of slices and grid

At fixed matrix size $n=NM$, the leading work is $8NM^3=8nM^2$. Thin slices are favourable, so the method suits devices that are long and narrow. The direction of the cuts is not free: $\Sigma$ couples all points across a lead, so each contact face must lie within one slice. A short, wide device with such contacts cannot be cut the other way without losing the tridiagonal form.

Halving the spacing of a two-dimensional grid roughly doubles both $N$ and $M$. Recursive work rises by $2\cdot2^3=16$ and storage by $2\cdot2^2=8$; for full inversion the factors are $4^3=64$ and $4^2=16$. In three dimensions $M$ rises fourfold, giving $2\cdot4^3=128$ and $2\cdot4^2=32$, against $8^3=512$ and $8^2=64$. The cross-section then dominates, and recursion does nothing to reduce its cubic cost.

If orbitals couple over $p$ slices, merge $p$ slices into one. The leading work becomes $8(N/p)(pM)^3=8Np^2M^3$, and the gain over full inversion falls to $N^2/(8p^2)$. A self-energy connecting all slices destroys the structure altogether. One that is local to each slice leaves the sweeps for $G$ intact, but an anti-Hermitian part acts as a further contact inside the device: it removes electrons and, if its states are occupied, also injects them. The difference $i(G_{ii}-G_{ii}^\dagger)-\mathcal A^D_i$ then contains its contribution as well as that of the source, so the diagonal blocks and the last column no longer suffice in general for the density.

## Existence and loss of digits

For $\eta>0$ the forward sweep cannot meet a singular matrix in exact arithmetic. The anti-Hermitian part of each leading matrix is

$$\frac{A^{(i)}-A^{(i)\dagger}}{2i}=\eta I+\tfrac12\Gamma^{(i)},\qquad \Gamma^{(i)}\ge0,$$

where $\Gamma^{(i)}$ contains the contacts present in slices $1,\dots,i$. For any vector $v$,

$$\|A^{(i)}v\|\,\|v\|\ge|v^\dagger A^{(i)}v|\ge\eta\|v\|^2 .$$

So $\|(A^{(i)})^{-1}\|\le1/\eta$, and its sub-block obeys $\|g_i\|\le1/\eta$.

At $\eta=0$, suppose $A^{(i)}v=0$. The imaginary part of $v^\dagger A^{(i)}v$ then gives $\Gamma^{(i)}v=0$: the truncated device has a state at $E$ that does not leak into the contact. The complete device may have no such state, so the recursion can fail although $G$ exists.

Two sites at zero energy with hopping 1 eV show this. At $E=0$, $A_{11}=i\eta$ and $A_{12}=A_{21}=-1$ eV. With $\eta=0$ the first inversion fails, yet the $2\times2$ matrix is invertible. With $\eta>0$, in units of eV,

$$g_1=-\frac{i}{\eta},\quad g_2=\frac{-i\eta}{1+\eta^2},\quad G_{11}=-\frac i\eta+\frac{i}{\eta(1+\eta^2)}=\frac{-i\eta}{1+\eta^2}.$$

For $\eta=10^{-6}$ eV two numbers near $10^6$ cancel to leave $10^{-6}$ eV$^{-1}$. The observed rounding error is $7.6\times10^{-12}$ eV$^{-1}$, or about $8\times10^{-6}$ of the result, far above double-precision rounding. Double-precision numbers near $10^6$ are spaced by about $10^{-10}$, so for other $\eta$ of this size the relative error can be of order $10^{-4}$. A tiny $\eta$ prevents the breakdown but not the loss of digits. Treating both sites as one slice removes the intermediate singularity, here even at $\eta=0$.

The bound $1/\eta$ is a ceiling, not an estimate. For the transistor below, closed off from its contacts, with $\eta=10^{-3}$ eV and $E$ at the lowest level of its first ten slices, the largest $\|g_i\|$ was 11 eV$^{-1}$ against a ceiling of 1000. The resonant level contributes $w/\eta$ to the norm of the anti-Hermitian part of $g_{10}$, where $w$ is its weight on slice 10, and the other levels add with the same sign. Hence $w\lesssim11\times10^{-3}$. The weight is small mainly because the cut acts as a hard wall, next to which the lowest level is close to a node; a flat chain of ten sites has $w=\tfrac{2}{11}\sin^2(\pi/11)\approx0.014$. At the resonance the norm is at least $w/\eta$, so it still grows without limit as $\eta\to0$.

In practice, monitor $\|g_i\|$. If it becomes large, merge the slices at that cut, or move the cut and check the norms again, since the new position may be no better. The sweeps pivot within blocks at most, never between slices, so small residuals are not guaranteed. Comparing selected energies with a full inversion on a small grid is a useful check.

## A double-gate transistor

Take effective mass $0.2\,m_e$, spacing $a=0.5$ nm, $N=40$ and $M=9$. The body is $(M+1)a=5$ nm thick, with hard walls, and $t=\hbar^2/(2ma^2)=0.762$ eV. With $x$ and $z$ in nm, the prescribed potential in eV is

$$U=0.25\,e^{-[(x-10)/4]^2}\left(1+0.3\cos\frac{\pi z}{5}\right)-0.1\left(1+\tanh\frac{x-13}{2}\right).$$

It describes a gate barrier uneven across the body and a drain bias of 0.2 V. The lead potentials are 0 and $-0.2$ eV. The model has one isotropic mass and omits motion along the device width, and no Poisson equation is solved, so the numbers test transport in this potential and do not predict a device characteristic.

The source mode edges are $2t[1-\cos(\pi n/10)]=0.075$, $0.291$ and $0.628$ eV for $n=1,2,3$; those of the drain lie 0.2 eV lower. These are values on this grid. The continuum edges $\hbar^2\pi^2n^2/(2mL^2)$ with $L=5$ nm are $0.075$, $0.301$ and $0.677$ eV, so the third drain mode, open at 0.45 eV here (edge $0.428$ eV), is closed at that energy in the continuum (edge $0.477$ eV). At $\eta=0$ the results are:

| $E$ (eV) | open modes S, D | $T$ | mid-channel states from S, D (eV$^{-1}$) |
|---|---|---|---|
| 0.25 | 1, 2 | 0.039 | 0.057, 0.112 |
| 0.35 | 2, 2 | 0.898 | 0.417, 0.465 |
| 0.45 | 2, 3 | 1.010 | 0.284, 0.317 |

The last column is per spin, summed over the nine points of the slice at $x=10$ nm. Dividing the two entries by their sum at 0.25 eV shows that the drain supplies about two thirds of the available states there; how many are filled depends on $f_S$ and $f_D$.

Ignoring mode mixing and the tail of the drain step, which lowers the barrier by about 0.01 eV, the first mode sees a barrier top near $0.075+0.25=0.325$ eV and the second one near $0.54$ eV. This suggests tunnelling at 0.25 eV and a largely reflected second mode at 0.45 eV. The transmission was not resolved by mode, so that reading is a conjecture. What flux conservation does give at 0.45 eV is a total reflection of $2-1.010=0.990$ for the two source modes.

The recursive blocks agree with full inversion to within $8\times10^{-14}$ eV$^{-1}$ in every element compared. A separate calculation that matches explicit lead waves, without Green functions or self-energies, reproduces $T$ and the source-injected density within the test tolerances.

The work is $(8\cdot40-7)\,9^3=313\cdot729\approx2.28\times10^5$ operations, against $360^3\approx4.67\times10^7$: a factor of 204, close to $N^2/8=200$. Storage is 0.26 MB against 2.07 MB, at 16 bytes per complex number. Two halvings of the spacing lead to $N=160$, $M=39$, where the predicted factors are about 3200 in work and 32 in storage, the latter being 19 MB against 623 MB. Recursive work grows by 19.0 and then 17.4 in these halvings, approaching 16 from above, mainly because $M+1$, not $M$, doubles.

Measured times also depend on the linear-algebra library. On one machine, with dense random blocks and $M=60$, doubling $N$ from 10 to 20 raised the recursive time from 7.1 to 14.8 ms and the full time from 77 to 510 ms. At $N=20$ the speed-up was 34, while the operation ratio is $8000/153\approx52$. A plausible but untested reason is that large matrices run at a higher arithmetic rate than small blocks. Operation counts give the scaling; the time saved must be measured. Further values are in the numerical output.

## Values computed for the example and the checks

```
effective mass 0.2 m_e; grid spacing 0.5 nm
slices N = 40; points per slice M = 9; body 5.0 nm
barrier scale 0.25 eV; drain bias 0.2 V
hopping t = 0.76200 eV
lowest three source mode edges (eV): 0.0746 0.2911 0.6282
mid-channel slice 20 at x = 10.0 nm
E = 0.25 eV: open modes source 1, drain 2
  T recursion 0.03858428; T matched waves 0.03858428
  mid-channel states per eV per spin: from source 0.05703, from drain 0.11201
  largest block error against full inversion 7.9e-14 1/eV
E = 0.35 eV: open modes source 2, drain 2
  T recursion 0.89765997; T matched waves 0.89765997
  mid-channel states per eV per spin: from source 0.41665, from drain 0.46479
  largest block error against full inversion 4.8e-15 1/eV
E = 0.45 eV: open modes source 2, drain 3
  T recursion 1.01008693; T matched waves 1.01008693
  mid-channel states per eV per spin: from source 0.28366, from drain 0.31749
  largest block error against full inversion 6.4e-15 1/eV
two-site case (E = 0, hopping 1 eV): eta = 0 elimination fails: True
  eta = 1e-06 eV: |G_11| = 1.0e-06 1/eV, rounding error 7.6e-12 1/eV
closed device, eta = 0.001 eV: largest norm of g_i 11.04 1/eV, bound 1000 1/eV
counted complex multiplications and divisions:
  N = 2, M = 3: recursion 243, full 216
  N = 3, M = 3: recursion 459, full 729
  N = 6, M = 3: recursion 1107, full 5832
  N = 6, M = 4: recursion 2624, full 13824
measured with M = 60; memory in blocks of M^2 complex numbers:
  N = 10: results recursion 19.04, full 100.00; recursion workspace 4.02
    time on this machine: recursion 7.1 ms, full 76.8 ms
  N = 20: results recursion 39.09, full 400.00; recursion workspace 4.02
    time on this machine: recursion 14.8 ms, full 510.1 ms
predicted work and storage (input included, workspace excluded):
  N = 40, M = 9: operations 2.2818e+05 vs 4.6656e+07, ratio 204.5
    storage 0.255 MB vs 2.074 MB, ratio 8.12
  N = 80, M = 19: operations 4.3417e+06 vs 3.5118e+09, ratio 808.8
    storage 2.293 MB vs 36.966 MB, ratio 16.12
  N = 160, M = 39: operations 7.5513e+07 vs 2.4297e+11, ratio 3217.6
    storage 19.396 MB vs 623.002 MB, ratio 32.12
```
